# Why Linear Vector Potentials Leak and Linear Scalar Potentials Confine Dirac Particles

A particle is held to a centre by a potential that rises linearly with distance. In the Schrödinger equation it is bound, however small the slope. Put the same potential into the Dirac equation as an electrostatic energy, solve in a large sphere, and the spectrum fills with levels whose number grows with the sphere. Add the linear term to the mass instead, and the levels stay where they are. The difference lies in what each potential does to the negative-energy states.

## The two edges of the gap

Take $\hbar=c=1$ and

$$H=\boldsymbol\alpha\cdot\mathbf p+\beta(m+br)+ar,\qquad m>0,\quad b\ge 0 .$$

The vector slope $a$ adds to the energy; the scalar slope $b$ adds to the mass. Write the spinor as $\psi=r^{-1}(G\,\Omega_\kappa,\ iF\,\Omega_{-\kappa})$, where the spinor harmonics satisfy $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Since $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa=\frac{i}{r}\Big(G'+\frac{\kappa}{r}G\Big)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac{iF}{r}\Omega_{-\kappa}=-\frac1r\Big(F'-\frac{\kappa}{r}F\Big)\Omega_\kappa .$$

The lower and upper rows of $H\psi=E\psi$ then give

$$G'=-\frac{\kappa}{r}G+AF,\qquad F'=\frac{\kappa}{r}F-BG, \tag{1}$$

$$A=E+m-(a-b)r,\qquad B=E-m-(a+b)r .$$

Without the angular terms $\kappa/r$, the matrix in (1) has square $-AB$, so the local momentum is

$$p^2=AB=[E-m-(a+b)r]\,[E+m-(a-b)r]. \tag{2}$$

Motion is allowed above the upper edge $m+(a+b)r$ of the local gap and below the lower edge $-m+(a-b)r$. The first factor in (2) is the familiar one: it stops the particle at $r_1=(E-m)/(a+b)$. In the nonrelativistic limit the second factor is replaced by $2m$, which never changes sign. That is why the Schrödinger equation sees the sum $a+b$ and confines in either case.

In the Dirac equation the second factor does change sign if $a>b$. The lower edge rises with distance and meets the energy at $r_2=(E+m)/(a-b)$, beyond which the particle moves freely again, in negative-energy states. A vector potential lifts both edges together; a scalar potential pushes them apart. Confinement of positive-energy particles requires that the lower edge not rise, which is $b\ge a$, and that the upper edge rise.

Negative $a$ needs no separate calculation. Equations (1) keep their form under $G\leftrightarrow F$, $E\to-E$, $a\to-a$, $\kappa\to-\kappa$, so I take $a\ge0$ unless stated.

## Scalar slope larger: discrete levels

Let $b>|a|$ and $W=\sqrt{b^2-a^2}$. At large $r$, $A>0$ and $B<0$. The angular terms cancel in the derivative of the product:

$$(GF)'=AF^2+|B|G^2\ \ge\ 2\sqrt{A|B|}\,|GF| ,\qquad \sqrt{A|B|}\simeq Wr .$$

If $GF$ ever becomes positive, it grows at least as fast as $\exp(Wr^2)$ to leading order in the exponent. If it stays negative, its size falls at least that fast, and integrating the equality shows that $\int(AF^2+|B|G^2)\,dr$ is finite, so the solution is normalizable at infinity.

A decaying solution exists. Start at a large radius with $G>0$, $F<0$. Directions near the $G$ axis run into the quadrant where both functions are positive, and directions near the $F$ axis run into the one where both are negative. These two sets of directions are open and disjoint, so some direction between them enters neither. It is unique up to a factor, because $G_1F_2-F_1G_2$ is constant for two solutions of (1), and two normalizable solutions would force that constant to vanish.

An eigenvalue occurs where this solution meets the one regular at the origin. Differentiating (1) with respect to $E$, with a subscript $E$ for the derivative, gives

$$(GF_E-FG_E)'=-(G^2+F^2).$$

The bracket equals $G^2\,\partial_E(F/G)$. Integration from the origin shows that $F/G$ of the inner solution falls with energy; integration from infinity shows that it rises for the outer one. The two ratios therefore cross at isolated energies. (Where $G=0$, use $G/F$.) In each channel $\kappa$ the spectrum is discrete, at negative as well as positive energy.

For $b=0.5\,m^2$ and $\kappa=-1$, the lowest positive levels are:

| $a/m^2$ | $E_1/m$ | $E_2/m$ | $E_3/m$ |
|---|---|---|---|
| 0 | 1.947 | 2.577 | 3.042 |
| 0.3 | 2.315 | 3.147 | 3.768 |
| 0.5 | 2.535 | 3.480 | 4.189 |

Doubling the box radius from $20/m$ to $40/m$ leaves the number of levels between $-3m$ and $5m$ at 11 for $a=0$ and at 12 for $a=0.3\,m^2$.

## Equal slopes: bound on one side

At $a=b>0$ the lower edge is flat at $-m$, and $A=E+m$ is constant. For $\kappa=-1$ the first equation gives $F=(G'-G/r)/(E+m)$. Insert this in $F'=-F/r-BG$ and multiply by $E+m$:

$$G''-\frac{G'}{r}+\frac{G}{r^2}=-\frac{G'}{r}+\frac{G}{r^2}-(E+m)(E-m-2br)G .$$

The terms in $1/r$ and $1/r^2$ cancel, leaving

$$G''=\big[2b(E+m)r-(E^2-m^2)\big]G . \tag{3}$$

For $E>-m$ set $q^3=2b(E+m)$ and $\xi=qr-(E^2-m^2)/q^2$. Then (3) becomes $d^2G/d\xi^2=\xi G$, whose decaying solution is $\mathrm{Ai}(\xi)$. The condition $G(0)=0$ requires $(E^2-m^2)/q^2=|\zeta_n|$, with $\zeta_n$ the zeros of $\mathrm{Ai}$. Dividing by $(E+m)^{2/3}$,

$$(E-m)(E+m)^{1/3}=(2b)^{2/3}|\zeta_n| . \tag{4}$$

All $\zeta_n$ are negative, so these levels lie above $m$ and none lies in the gap. For $b=0.5\,m^2$ the prefactor on the right is 1 in units of $m$, and the first level gives $1.535\times3.535^{1/3}=2.338$, the size of the first Airy zero. The levels from (4) agree with direct diagonalization to the three decimals in the table.

For $E<-m$ the linear term in (3) is negative. The solutions oscillate with $G^2$ falling on average only as $r^{-1/2}$, which is not integrable, while $F^2\simeq G'^2/(E+m)^2$ grows as $r^{1/2}$. The spectrum there is a continuum: between $-3m$ and $-1.2m$ the count grows from 23 to 59 when the box radius doubles.

For general $\kappa$ the same elimination, with $F=(G'+\kappa G/r)/(E+m)$, adds $\kappa(\kappa+1)/r^2$ to the bracket in (3). This term is never negative and vanishes at large $r$, so the gap stays empty and the behaviour far out is unchanged. Equality therefore binds particles but not negative-energy states. For $a=-b$ the roles are exchanged, and positive-energy states escape.

## Vector slope larger: no bound state

For $a>b$ the absence of bound states follows from a function that generates the radial equations:

$$J=\tfrac12\big(-BG^2-AF^2\big)+\frac{\kappa}{r}GF .$$

Comparison with (1) gives $\partial J/\partial F=-G'$ and $\partial J/\partial G=F'$. Along a solution the changes of $J$ through $G$ and $F$ cancel, $F'G'-G'F'=0$, and the explicit dependence on $r$ remains:

$$J'=\tfrac12Q-\frac{\kappa}{r^2}GF,\qquad Q=(a+b)G^2+(a-b)F^2 .$$

Because both coefficients in $Q$ are positive, $Q$ controls $G^2$, $F^2$ and $GF$. At large $r$, $J=\tfrac12rQ[1+O(1/r)]$ and $J'=\tfrac12Q[1+O(1/r^2)]$. Hence $J'/J=1/r+O(1/r^2)$, so $J$ grows in proportion to $r$, and $Q$ tends to a positive constant $Q_\infty$. Since $G^2+F^2\ge Q/(a+b)$, the norm inside radius $R$ grows at least as $Q_\infty R/(a+b)$. This holds for every real energy, every $\kappa$ and every non-zero solution. By the symmetry stated above it also covers $a<-b$.

The box shows the same thing. At $a=0.5\,m^2$, $b=0$, the number of levels between $1.2m$ and $3m$ rises from 11 to 23 when $R$ goes from $20/m$ to $40/m$. Far out $|\partial p/\partial E|=|E-ar|/p\to1$, so the added length should bring about $1.8\times20/\pi\approx11.5$ levels; 12 appear with the wall condition $F(R)=0$, which is used for all counts here, and 11 with $G(R)=0$. Such counts shift by one with the choice of wall.

## How fast the state leaks

A particle inside $r_1$ must cross the forbidden zone to $r_2$. To find the rate, drop the angular terms and let the linear potentials run along a whole line. With $Y=(G,F)^T$, (1) reads $Y'=(rK+C)Y$, where

$$K=\begin{pmatrix}0&-(a-b)\\a+b&0\end{pmatrix},\qquad C=\begin{pmatrix}0&E+m\\-(E-m)&0\end{pmatrix},$$

and $K^2=-w^2$ with $w=\sqrt{a^2-b^2}$. Multiplication gives $KC+CK=2(Ea+mb)$. So $C=-x_0K+D$ with $x_0=(Ea+mb)/w^2$ leaves a $D$ that anticommutes with $K$. From $C^2=-(E^2-m^2)=-x_0^2w^2+D^2$,

$$D^2=\frac{(Ea+mb)^2-(E^2-m^2)(a^2-b^2)}{w^2}=\frac{(ma+Eb)^2}{w^2}\equiv\mu^2 .$$

With $y=r-x_0$ the equation is $Y'=(yK+D)Y$. This is the problem of a pure vector slope $w$ and mass $\mu$. The scalar slope weakens the effective field and, for $E>0$, raises the effective mass, since $\mu^2-m^2=b\,[\,b(E^2+m^2)+2maE\,]/w^2$.

The eigenvectors of $K$ are $v_\mp=(1,\pm i s)^T$ with eigenvalues $\mp iw$ and $s=\sqrt{(a+b)/(a-b)}$. For $Y=u_-v_-+u_+v_+$ the radial current is $2\,\mathrm{Im}(G^*F)=2s(|u_-|^2-|u_+|^2)$, so $u_-$ carries current outward. $D$ couples the two amplitudes, with coefficients whose product is $\mu^2$:

$$u_-'=-iwy\,u_-+d_-u_+,\qquad u_+'=iwy\,u_++d_+u_-,\qquad d_+d_-=\mu^2 .$$

Differentiate the first equation and eliminate $u_+$:

$$u_-''=(\mu^2-iw-w^2y^2)\,u_- .$$

The transmitted wave has the form $e^{-iwy^2/2}y^\nu$ for $y\to+\infty$. The terms of order $y^0$ give $-iw-2iw\nu=\mu^2-iw$, so $\nu=i\mu^2/(2w)$. This solution decays in the lower right quadrant of complex $y$. Its asymptotic form can be continued through the lower half-plane to $y=|y|e^{-i\pi}$: in the last quadrant its exponential is the dominant one, so its coefficient is kept, while the reflected exponential enters $u_-$ with an extra factor $1/y$. The continuation multiplies the amplitude by $e^{-i\pi\nu}=e^{\pi\mu^2/(2w)}$. The incoming current therefore exceeds the transmitted one by the square of this factor:

$$T=e^{-\pi\mu^2/w}=\exp\!\left[-\frac{\pi(ma+Eb)^2}{(a^2-b^2)^{3/2}}\right]. \tag{5}$$

The exponent is also the area of the barrier, $2\int\sqrt{\mu^2-w^2y^2}\,dy$ between the turning points $\pm\mu/w$. For $b=0$ it is $\pi m^2/a$, independent of energy. As $b\to a$ from below it diverges, so the leak closes continuously. At $E=2m$ and $a=0.5\,m^2$ the exponent is 6.28 for $b=0$, 59.4 for $b=0.3\,m^2$ and 595 for $b=0.45\,m^2$, where the outer turning point has moved to $60/m$.

The particle strikes the barrier once per classical round trip. From $(E-ar)^2=p^2+(m+br)^2$ its speed is $\partial E/\partial p=p/(E-ar)$, so for small $T$

$$\Gamma\approx\frac T\tau,\qquad \tau=2\int_0^{r_1}\frac{E-ar}{p}\,dr . \tag{6}$$

For $b=0$ the integral is elementary: $\tau=(2/a)\sqrt{E^2-m^2}$.

## A resonance in numbers

A leaking state is a solution regular at the origin and purely outgoing at infinity. Its energy is complex, $E-i\Gamma/2$, and its probability inside the well decays as $e^{-\Gamma t}$. For the lowest $\kappa=-1$ resonance at $a=0.5\,m^2$, direct solution gives:

| $b/m^2$ | $E/m$ | $\Gamma/m$ | $T/(\tau m)$ |
|---|---|---|---|
| 0 | 2.140 | $1.83\times10^{-4}$ | $2.47\times10^{-4}$ |
| 0.05 | 2.181 | $8.26\times10^{-6}$ | $1.08\times10^{-5}$ |
| 0.1 | 2.222 | $1.02\times10^{-7}$ | $1.28\times10^{-7}$ |

In the first row, $\tau=4\sqrt{2.140^2-1}/m=7.57/m$ and $T=e^{-2\pi}=1.87\times10^{-3}$, whose quotient is the last entry. The estimate exceeds the computed width by 26 to 35 per cent of that width. Equation (5) leaves out the angular terms, and (6) uses a classical round-trip time for the lowest state; the calculation does not determine how much each approximation contributes to the excess.

A scalar slope one fifth of the vector slope narrows the resonance by a factor of about 1800. For a particle of electron mass the lifetime $1/\Gamma$ rises from $7.0\times10^{-18}$ s to $1.3\times10^{-14}$ s.

These slopes are extreme: for an electron, $m^2$ corresponds to an electric field of $1.3\times10^{18}$ V/m. At $a=0.05\,m^2$ and $b=0$, $T$ is already $5\times10^{-28}$. For a particle of electron mass, equation (6) then gives the lowest state a lifetime of roughly two years. A weak vector slope does not bind, yet the state it holds can be very long-lived.

## What to do in practice

**Compare the slopes first.** If the model is meant to confine, choose $b>|a|$. The choice $a=b$ is convenient because of (4), but it leaves a continuum below $-m$, which matters in sums over intermediate states.

**Vary the box.** A bound spectrum keeps its level count once the box lies well beyond the turning points; a continuum does not. When $b$ is slightly below $a$, the outer region begins at $r_2=(E+m)/(a-b)$, and a box that ends before it cannot reveal the leak.

**For $a>b$, report a resonance.** Impose the outgoing condition and quote both $E$ and $\Gamma$. For $|\kappa|=1$, equation (6) gives a first estimate of the width, and so of the numerical precision needed to resolve it. With the angular terms kept, the matrix in (1) has square $\kappa^2/r^2-AB$, so the barrier is thicker, and at larger $|\kappa|$ the estimate is far too high. For the lowest resonance at $a=0.5\,m^2$, $b=0$ it exceeds the width about threefold at $|\kappa|=2$, about 47-fold at $\kappa=-5$ and about 7000-fold at $\kappa=-10$. Replacing the exponent in (5) by $2\int\sqrt{\kappa^2/r^2-AB}\,dr$ across the barrier brings the estimate within 30 per cent in these cases.

**Look at where the potentials end.** If they level off at $V_\infty$ and $S_\infty$, with $m+S_\infty>0$, the argument of (2) applies to the constant outer values. States can be bound for

$$V_\infty-m-S_\infty<E<V_\infty+m+S_\infty .$$

A vector potential that stops rising before it reaches $E+m$ never opens the lower channel, and it can bind in the ordinary way.

**Keep to the one-particle reading.** The widths above belong to the single-particle Dirac equation with the lower continuum open. If that continuum is filled, the exclusion principle blocks the escape of an occupied level, while an empty level can be filled from outside, leaving a hole that moves away. For fermions that do not interact with one another the hole obeys the same one-particle equation, so the empty level fills at the same rate $\Gamma$. Interactions among the particles, or their effect on the potential, need a many-particle treatment with a specified vacuum. The level counts, the transmission (5) and the widths are checked numerically in the output that follows.

## Computed values

```
Units: energy m, slope m^2, length 1/m; mass m = 1
Scalar slope for bound examples b = 0.5 m^2
a=0.0: levels/m = 1.947 2.577 3.042
  count in (-3.0,5.0) m, R=20 and 40: 11, 11
  highest negative level = -2.351 m
a=0.3: levels/m = 2.315 3.147 3.768
  count in (-3.0,5.0) m, R=20 and 40: 12, 12
  highest negative level = -1.735 m
a=0.5: levels/m = 2.535 3.480 4.189
  count in (0.0,5.0) m, R=20 and 40: 4, 4
Airy condition a=b: levels/m = 2.535 3.480 4.189
a=0.5, b=0.0: count in (1.2,3.0) m, R=20,40: 11, 23
a=0.5, b=0.3: count in (1.2,3.0) m, R=20,40: 10, 29
a=0.5, b=0.5: count in (-3.0,-1.2) m, R=20,40: 23, 59
a=-0.5, b=0.5: count in (1.2,3.0) m, R=20,40: 23, 59
Growth curvature a=0.3,b=0.5: 0.4041 m^2
  asymptotic sqrt(b^2-a^2): 0.4000 m^2
Norm in r=45..60 over norm in r=30..45, a=0.5, b=0 and 0.3:
  smallest 0.946, largest 0.999
T on line, E=2.0 m, a=0.5, b=0.0: 1.8672e-03
  closed formula: 1.8674e-03
T on line, E=2.0 m, a=0.5, b=0.1: 2.0605e-06
  closed formula: 2.0602e-06
T on line, E=1.0 m, a=1.0, b=0.5: 1.8780e-05
  closed formula: 1.8779e-05
E=2 m,a=0.5,b=0.0: barrier 2.000 to 6.000 /m, exponent 6.28
E=2 m,a=0.5,b=0.3: barrier 1.250 to 15.000 /m, exponent 59.40
E=2 m,a=0.5,b=0.45: barrier 1.053 to 60.000 /m, exponent 594.79
Weak slope a=0.05, b=0: T = 5.16e-28
Electron mass: time unit 1.2881e-21 s
  slope unit m^2 as electric field: 1.3233e+18 V/m
Lowest kappa=-1 resonance, a = 0.5 m^2:
b=0.0: E=2.1400 m, width=1.830e-04 m
  T=1.867e-03, round trip=7.568 /m, T/tau=2.468e-04 m
  width/(T/tau)=0.742, lifetime=7.040e-18 s
b=0.05: E=2.1806 m, width=8.264e-06 m
  T=7.761e-05, round trip=7.216 /m, T/tau=1.075e-05 m
  width/(T/tau)=0.768, lifetime=1.559e-16 s
b=0.1: E=2.2220 m, width=1.022e-07 m
  T=8.863e-07, round trip=6.909 /m, T/tau=1.283e-07 m
  width/(T/tau)=0.796, lifetime=1.261e-14 s
Width reduction from b=0 to b=0.1: 1791.1 times
```
